# Surface stress is not surface energy: the Shuttleworth relation from slab stress

Take an fcc crystal held together by pair bonds between nearest neighbours, with bond length \(r_0=0.26\) nm and cohesive energy \(E_c=3.5\) eV per atom. Exposing a (001) surface costs 2.77 J/m². If this energy acted like the tension of a soap film, a thin free film of the crystal would contract in its plane. The computed in-plane strain is below \(10^{-9}\). The surface energy is large, yet nothing pulls.

## The counter-example in full

**Cost of cleaving.** Each atom has 12 bonds, and each bond is shared by two atoms, so there are 6 bonds per atom, each of depth \(E_c/6\). On (001) the surface cell is a square of area \(r_0^2=0.0676\) nm² holding one atom. That atom keeps 4 neighbours in its layer and 4 below, and loses the 4 above. Cleaving therefore breaks 4 bonds per cell and creates two surfaces:

\[
2\gamma r_0^2=4\,\frac{E_c}{6}\quad\Rightarrow\quad \gamma=\frac{E_c}{3r_0^2}.
\]

With 1 eV/nm² = 0.1602 J/m², this is \(3.5/(3\times0.0676)=17.26\) eV/nm², or 2.77 J/m².

**Cost of stretching.** Now stretch the cleaved crystal by a small strain \(\varepsilon\) along \(x\), without adding atoms to the surface. If \(\phi(r)\) is the bond energy, then

\[
\frac{dE}{d\varepsilon}=\sum_{\rm bonds}\phi'(r_0)\frac{dr}{d\varepsilon}=0,
\]

because every remaining bond sits at its minimum, \(\phi'(r_0)=0\). Bonds that are gone cannot pull, and those that remain have no reason to. The surface stress is zero.

The excess energy per surface atom, \(E_c/3\), is thus unchanged to first order, while the area it occupies grows as \(1+\varepsilon\). Hence \(\gamma\) falls as \(1/(1+\varepsilon)\), and \(\partial\gamma/\partial\varepsilon=-\gamma\). The computed derivative is −2.77 J/m².

## The general statement

Consider a slab of \(N\) atoms with two equivalent surfaces, each of area \(A\), in a periodic cell of height \(L\) that includes vacuum. The lattice is static, at zero temperature. The surface energy per current area is

\[
\gamma=\frac{E_{\rm slab}-Ne_b}{2A},
\]

where \(e_b\) is the energy per atom of bulk with the same in-plane strain and with neither normal nor shear stress acting on planes parallel to the surface. Strains \(\varepsilon_{ij}\), with \(i,j\) in the plane, are measured from the current state, and tension is positive. The surface stress is the work of stretching per area and per strain at fixed number of atoms, beyond the work done on the bulk:

\[
f_{ij}=\frac1A\frac{\partial(A\gamma)}{\partial\varepsilon_{ij}} .
\]

The claims are

\[
f_{ij}=\gamma\,\delta_{ij}+\frac{\partial\gamma}{\partial\varepsilon_{ij}},
\qquad
f_{ij}=\frac{L\,\sigma_{ij}}{2},
\]

the first being the Shuttleworth relation. The second needs relaxed atoms and an in-plane lattice equal to that of the stress-free bulk, computed at the same level of theory. Here \(\sigma_{ij}=(AL)^{-1}\,\partial E_{\rm slab}/\partial\varepsilon_{ij}\) is the stress averaged over the whole cell, vacuum included.

## Proof

To first order an in-plane strain changes the area by \(dA=A(d\varepsilon_{xx}+d\varepsilon_{yy})\), so \(\partial A/\partial\varepsilon_{ij}=A\delta_{ij}\). The product rule gives

\[
\frac1A\frac{\partial(A\gamma)}{\partial\varepsilon_{ij}}
=\frac{\gamma}{A}\,A\delta_{ij}+\frac{\partial\gamma}{\partial\varepsilon_{ij}},
\]

which is the first claim. If the energy is counted per unstretched area \(A_0\), as \(\gamma_0=A\gamma/A_0\), then \(f_{ij}=\partial\gamma_0/\partial\varepsilon_{ij}\) at \(A=A_0\). The separate \(\gamma\) term has disappeared, but \(f\) is the same quantity.

For the second claim, differentiate \(E_{\rm slab}=Ne_b+2A\gamma\) and divide by \(2A\). The left side is \(AL\sigma_{ij}/(2A)\), so

\[
\frac{L\sigma_{ij}}2=f_{ij}+\frac{N}{2A}\frac{\partial e_b}{\partial\varepsilon_{ij}} .
\]

The \(N\) atoms would fill a bulk volume \(AH\), where \(H\) is the number of layers times the bulk layer spacing. The bulk stress is therefore \(\sigma^b_{ij}=(N/AH)\,\partial e_b/\partial\varepsilon_{ij}\), and

\[
f_{ij}=\frac{L\sigma_{ij}-H\sigma^b_{ij}}2 .
\]

At the stress-free bulk lattice \(\sigma^b_{ij}=0\), which proves the claim.

Atoms also shift when the slab is strained. Their shifts \(du\) add \((\partial E/\partial u)\,du\) to the energy, which vanishes to first order when the forces are zero. The stress of one relaxed slab is thus enough. The factor 1/2 counts the two surfaces; if they differ, the formula gives their mean.

In a fluid the second term of the Shuttleworth relation drops out. When its surface is extended, atoms flow up from the interior and restore the same surface structure, so \(\partial\gamma/\partial\varepsilon=0\) and \(f=\gamma\). A solid stretched elastically keeps its surface atoms, and this shortcut is lost.

## A metal: missing neighbours do pull

In metals the strength of a bond depends on how many others its atom has. A simple model gives each atom the energy

\[
e=a\sum_j e^{-p x_j}-C\sqrt{\rho},\qquad \rho=\sum_j e^{-2q x_j},\qquad x_j=\frac{r_j}{r_0}-1,
\]

summed over nearest neighbours. I take \(p=11\) and \(q=2.5\), with \(r_0\) and \(E_c\) as before. In the bulk all 12 bonds have the same \(x\), so \(e=12a\,e^{-px}-C\sqrt{12}\,e^{-qx}\). Equilibrium at \(x=0\) requires \(12pa=qC\sqrt{12}\). With \(B=C\sqrt{12}\) this reads \(12a=Bq/p\), and \(e=-E_c\) gives \(B(1-q/p)=E_c\), so \(B=3.5\times11/8.5=4.529\) eV.

**Surface energy before relaxation.** On (001) only the top atom lacks neighbours; it has 8. Its energy is \(8a-C\sqrt8=B[2q/(3p)-\sqrt{2/3}]\). Subtracting the bulk value \(-B(1-q/p)\) gives

\[
\gamma r_0^2=B\left[1-\sqrt{\tfrac23}-\frac{q}{3p}\right]=0.488\ \text{eV},
\]

or 1.157 J/m².

**Surface stress before relaxation.** Stretch along \(x\) with the layer heights held fixed. A bond with direction cosine \(n_x\) has \(dx_j/d\varepsilon=n_x^2\). For the top atom the four in-plane bonds contribute \(\sum n_x^2=2\) and the four slanted ones \(4\times\frac14=1\), in total 3. Hence

\[
\frac{de}{d\varepsilon}=3\left(-pa+\frac{qC}{\sqrt8}\right).
\]

Here \(pa=qB/12\) and \(qC/\sqrt8=(qB/12)\sqrt{3/2}\). Atoms with 12 neighbours contribute nothing, since for them the two terms cancel. So

\[
f r_0^2=\frac{Bq}{4}\left(\sqrt{\tfrac32}-1\right)=0.636\ \text{eV},
\]

or 1.508 N/m. The attraction per bond scales as \(1/\sqrt{\rho}\): an atom with fewer neighbours pulls harder on each of them, while the repulsion per bond is unchanged. This imbalance is the source of the tension in this model, and it is absent for nearest-neighbour pair bonds. Pair bonds that reach further can also give a surface stress, because the individual bonds then no longer sit at their minima even in the stress-free bulk.

**After relaxation.** The first layer spacing, 0.18385 nm in the bulk, shrinks by 3.0 %. Then \(\gamma=1.141\) J/m² and \(\partial\gamma/\partial\varepsilon=-0.291\) J/m², both from energies alone, without bond forces in the plane, so

\[
f=1.141-0.291=0.850\ \text{N/m}.
\]

Bond forces in a single 12-layer slab give a cell stress of 0.4251 GPa for \(L=4.0\) nm and 0.2834 GPa for \(L=6.0\) nm. Since 1 GPa nm = 1 N/m, both yield \(L\sigma/2=0.850\) N/m. The stress by itself depends on the chosen vacuum; the product does not.

Relaxation lowers \(\gamma\) by 1.4 % but \(f\) by 44 %, counted from the value at fixed layer heights. That starting value is a convention, because an unrelaxed slab still has forces on its layers. If the heights instead follow the bulk free of normal stress, they shrink by \(C_{12}/C_{11}=0.61\) times the strain. The slanted bonds, with \(\sum n_z^2=2\), then remove \(0.61\times\frac23\) of the 0.636 eV, and the unrelaxed \(f\) is 0.90 N/m. Only the relaxed value is free of this choice. Near the relaxed positions an energy error is quadratic in the displacement, whereas a stress error is linear. The size of the drop can be estimated by moving the top layer alone. Its slanted bonds shorten by the fraction \(y=0.0304\times0.18385/(\sqrt2\times0.26)=0.0152\). Put \(k=pa=0.944\) eV and \(s=\sqrt{3/2}\), and expand \(de/d\varepsilon\) to first order in \(y\):

- Top atom: stronger repulsion gives \(-pky\), and stronger attraction in the slanted bonds \(+2qsky\). The rise of \(\rho\) from 8 by \(8qy\) weakens all its bonds, giving \(-\frac32qsky\). The changed bond direction and length add \((s-1)ky\).
- Second-layer atom: the same effects, with \(\rho\) rising from 12, give \(-pky+2qky-\frac43qky\).

The sum is \(-ky\,[2p-(\frac s2+\frac23)q-(s-1)]=-0.27\) eV per cell, or −0.63 N/m, close to the computed −0.66 N/m. The closeness is partly a cancellation: without the linear expansion the top layer alone gives −0.69 N/m, and the small shifts of the deeper layers bring this back to −0.66. The stronger repulsion in the shortened bonds dominates.

**Another face.** On (110) a single \(\gamma=1.226\) J/m² accompanies two principal stresses: 1.109 N/m along the close-packed rows and 0.395 N/m across them. A scalar energy cannot stand in for this tensor.

## When the lattice is slightly wrong

Suppose the (001) slab is built with an in-plane lattice 0.3 % too large, for instance one taken from another method. Then \(L\sigma/2\) is 1.364 N/m for 12 layers and 1.885 N/m for 24. A surface property should not depend on thickness. The bulk parts \(H\sigma^b/2\) are 0.522 and 1.043 N/m, and subtracting them leaves 0.842 N/m in both cases. The remaining difference from 0.850 N/m is the true change of \(f\) with strain.

## What a free film feels

A free film of thickness \(H\) settles where its total in-plane force per length vanishes. To leading order in the strain \(\sigma^b=M\varepsilon\), with \(M\) the biaxial modulus, so

\[
2f+HM\varepsilon=0,\qquad \varepsilon=-\frac{2f}{MH}.
\]

For \(M=161.85\) GPa and \(H=4.41\) nm this gives \(-2\times0.850/(161.85\times4.41)=-0.238\) %. Direct relaxation of the film gives −0.235 %. Putting \(\gamma\) in place of \(f\) predicts −0.320 %, which overstates the computed contraction by 36 %. At 17.6 nm the computed strain is −0.0593 %, against −0.0595 % from \(f\) and −0.0799 % from \(\gamma\).

## How far the numbers can be trusted

The bond length and cohesive energy are roughly those of copper. The model's \(\gamma\) lies below copper's rough 1.5 to 2 J/m², and its biaxial modulus is well above copper's rough 110 to 120 GPa; with copper's modulus and the same \(f\), the films would contract about 1.4 times as much. Of the neglected effects computed here, the interaction range is the largest. Refitting \(a\) and \(C\) with five neighbour shells, at the same \(p\) and \(q\), gives \(\gamma=1.22\) J/m² and \(f=1.27\) N/m. This raises \(f\) by half and places it slightly above \(\gamma\), so the order \(f<\gamma\) belongs to the short-range model. Changing \(q\) by 10 % moves \(f\) by about 10 % in the same direction. Vibrations at 300 K, estimated with atoms oscillating independently, lower \(f\) by 0.05 N/m; since the coupling between atoms is ignored, only the sign and order of magnitude should be trusted. A 0.3 % in-plane stretch, similar in size to copper's thermal expansion up to room temperature, lowers it by 0.01 N/m. In that stretch the layer spacing contracts elastically. The thermal widening of the spacing enters, to first order, through the vibration term, whose strain derivative is taken with relaxed layer heights. The model has no explicit electrons, reconstruction or steps. Real films in air also break the assumption of a clean surface: adsorbates and oxide can change the surface stress, an effect not estimated here. The full values are in the numerical output below.

## Calculated quantities

```
bond length 0.26 nm, cohesive energy 3.5 eV, p = 11.0, q = 2.5
repulsion A = 0.08578 eV, attraction C = 1.30753 eV
(001): area per atom 0.06760 nm^2, layer spacing 0.18385 nm
energy scale B = 4.5294 eV
unrelaxed (001): gamma = 1.1567 J/m^2, f = 1.5079 N/m
closed forms:    gamma = 1.1567 J/m^2, f = 1.5079 N/m
relaxed (001): gamma = 1.1409 J/m^2, d(gamma)/d(strain) = -0.2906 J/m^2
  gamma + derivative = 0.85030 N/m; height*stress/2 = 0.85030 N/m
  ratio f/gamma = 0.745
  first layer spacing changes by -3.04 %
  12 layers in a cell 4.0 nm high: slab stress 0.4251 GPa
  12 layers in a cell 6.0 nm high: slab stress 0.2834 GPa
pair bonds (001): gamma = 2.7651 J/m^2, derivative = -2.7651 J/m^2
  surface stress below 1e-8 N/m: True
relaxed (110): gamma = 1.2262 J/m^2
  f along close-packed rows 1.1093 N/m, across 0.3954 N/m
in-plane lattice stretched by 0.3 %:
  12 layers: raw 1.3636, bulk part 0.5215, corrected f 0.8421 N/m
  24 layers: raw 1.8851, bulk part 1.0430, corrected f 0.8421 N/m
  change of f itself by the stretch: -0.0082 N/m
biaxial modulus 161.85 GPa
film 4.412 nm: strain -0.2350 %, from f -0.2381 %, from gamma -0.3195 %
film 8.825 nm: strain -0.1183 %, from f -0.1191 %, from gamma -0.1598 %
film 17.649 nm: strain -0.0593 %, from f -0.0595 %, from gamma -0.0799 %
pair-bond film: strain below 1e-9
five neighbour shells: gamma = 1.2221 J/m^2, f = 1.2737 N/m
q = 2.25: gamma = 1.1896 J/m^2, f = 0.7629 N/m
q = 2.75: gamma = 1.0889 J/m^2, f = 0.9356 N/m
vibrations at 300 K, mass 64 u: bulk quantum 21.10 meV
  they add -0.0261 J/m^2 to gamma and -0.0506 N/m to f
```
